Does the quasiparticle mass reduce the Drude weight of a Fermi liquid?

**The argument under review**

The manuscript considers a clean, translation-invariant Fermi liquid at zero temperature and argues as follows. The carriers are quasiparticles. Interactions leave their density n unchanged but raise their mass from m to m*. A uniform field E changes each momentum at the rate dk/dt = E, a quasiparticle moves with velocity k/m*, and so the current density grows as dj/dt = nE/m*. The manuscript concludes that the Drude weight is πn/m*, and proposes to read m* from it.

I use units with e = ħ = 1 and give the particles charge +1; the sign does not matter, since the conductivity is quadratic in the charge. The field E is the total field inside the sample. The Drude weight D is defined by

σ₁(ω) = D δ(ω) + regular part,

with σ = σ₁ + iσ₂ and ω running over all real values. The premises about n, m* and dk/dt can be granted. The question is whether the current of a quasiparticle is its velocity.

**What translation invariance requires**

Take N particles in a volume Ω, n = N/Ω, with the Hamiltonian

H = Σᵢ pᵢ²/2m + Σ_{i<j} v(rᵢ − rⱼ).

The internal forces cancel in pairs, so the total momentum P obeys dP/dt = NE. All particles have the same charge and mass, so the current density is j = P/(mΩ). Hence

dj/dt = nE/m.

For a field varying as exp(−iωt), switched on slowly from the distant past, this reads −i(ω+i0)j = nE/m, or

σ(ω) = (in/m)/(ω+i0).

Since 1/(ω+i0) is the principal value of 1/ω minus iπδ(ω), the real part is (πn/m)δ(ω). Therefore D = πn/m, whatever the interaction strength. The conclusion of the manuscript contradicts an equation of motion whenever m* ≠ m.

The same fact can be put as an energy. Adding φ to every momentum gives

H(φ) = H + φ·P/m + Nφ²/2m.

P commutes with H, so a ground state with P = 0 remains an eigenstate, and E(φ) = E₀ + Nφ²/2m. For a slowly applied field dφ/dt = E, and the current density is j = (1/Ω)dE(φ)/dφ. Expanding to first order in φ and differentiating in time gives

D = (π/Ω) d²E(φ)/dφ² at φ = 0,

a form that remains usable when P is not conserved.

**The missing term in the quasiparticle argument**

I write the Landau theory for spinless fermions in three dimensions. The energy density of a small change δn_k of the occupation is

δℰ = ∫ₖ ε_k δn_k + ½ ∫ₖ∫ₖ′ f(k,k′) δn_k δn_k′,

where ∫ₖ means ∫d³k/(2π)³. Let v* = k_F/m* be the Fermi velocity, N_F = m*k_F/(2π²) the density of states, and n = k_F³/(6π²). On the Fermi surface f is expanded as Σ f_l P_l(cos χ), with χ the angle between k and k′, and F_l = N_F f_l.

Shift the Fermi sphere by a small Q. The first term is the sum of ε(k+Q) − ε(k) over the filled sphere. The part linear in Q vanishes by symmetry. By isotropy the quadratic part is

(Q²/6) ∫ₖ ∇²ε = (Q²/6) · 4πk_F² v*/(8π³) = Q²k_F² v*/(12π²) = nQ²/2m*.

The divergence theorem was used in the first equality, so only the surface velocity enters. This is the whole of the manuscript's estimate.

The second term is of the same order in Q. To first order δn_k = Q cos θ δ(k − k_F), with θ measured from Q. The angular integral of f cos θ′ over k′ is (4πf₁/3) cos θ, and the remaining integral of cos²θ gives 4π/3. Thus

½ Q² k_F⁴ (4π/3)² f₁/(2π)⁶ = Q² k_F⁴ f₁/(72π⁴) = (F₁/3) nQ²/2m*,

where the last form uses f₁ = 2π²F₁/(m*k_F). The total cost of the shift is

δℰ = (nQ²/2m*)(1 + F₁/3).

A rigid shift of all momenta is a Galilean boost, whose cost was found above to be nQ²/2m. Equating the two gives

m*/(1 + F₁/3) = m.

The error can also be located in the current. Conservation of particle number in the Landau kinetic equation gives j = ∫ₖ n_k ∂ε̃_k/∂k, where ε̃_k = ε_k + ∫ₖ′ f δn_k′ is the quasiparticle energy in the presence of the others. To first order,

j = ∫ₖ v*_k δn_k + ∫ₖ n⁰_k ∂/∂k ∫ₖ′ f(k,k′) δn_k′.

Integrate the second term by parts and use ∂n⁰_k/∂k = −v*_k δ(ε_k − μ). The current carried by one added quasiparticle is then

j_k = v*_k + ∫ₖ′ f(k,k′) δ(ε_k′ − μ) v*_k′ = v*_k (1 + F₁/3).

The second contribution is the backflow: the added particle changes the energies, and so the velocities, of all the others. With the identity for m*, j_k = k/m on the Fermi surface. The quasiparticle does move with velocity k/m*, but it carries the current k/m.

**A microscopic check with a large mass**

One may ask whether the cancellation survives an actual calculation of m*. Hartree–Fock theory permits a direct answer. Its energy density is ½∫ₖ∫ₖ′[V(0) − V(k−k′)]n_k n_k′ plus the kinetic energy, so

Σ(k) = −∫_q V(k−q) n_q,  f(k,k′) = V(0) − V(k−k′),

apart from a constant shift of the energy. Differentiate Σ. A derivative of V with respect to k is minus one with respect to q, and an integration by parts moves it to n_q, whose gradient is −q̂ δ(q−k_F). At the Fermi surface this gives

dΣ/dk = ∫_q V(k−q) cos χ δ(q−k_F) = −k_F² f₁/(6π²) = −(F₁/3) k_F/m*.

The minus sign appears because V enters f with a minus sign, while V(0) has no l = 1 part. Adding the bare velocity, k_F/m* = k_F/m − (F₁/3)k_F/m*, which is again m* = m(1+F₁/3).

For numbers take m = k_F = 1 in Hartree atomic units and two interaction shells,

V(q) = Σᵢ Vᵢ sin(qRᵢ)/(qRᵢ),

with V₁ = −50 hartree bohr³ at R₁ = 2 bohr and V₂ = +50 hartree bohr³ at R₂ = 4.5 bohr. Each term is Vᵢ times the average of exp[i(k−k′)·r] over the directions of r at |r| = Rᵢ. Its l = 1 projection is Vᵢ times the average of a squared modulus, |∫dΩ_k k̂ exp(ik·r)|², up to a positive factor. An attractive shell therefore gives a positive f₁ and raises m*. The repulsive shell adds to F₀, because sin x/x ≤ 1, and so raises the cost of a uniform compression.

The slope of the volume-integrated self-energy gives v* = 0.5198, hence m* = 1/0.5198 = 1.924. A separate angular projection of f gives F₁ = 2.771, and 1 + 2.771/3 = 1.924. The two boost costs, each integrated over the sphere, are 0.5198 and 0.4802 in units of nQ²/2m. Their sum is 1 by construction: in Hartree–Fock the exchange energy of a rigidly shifted sphere is unchanged, so the second cost is minus the exchange part of the first. The test is that the first agrees with m/m* from the slope and the second with (F₁/3)m/m* from the angular projection, and both do. The smallest value of 1 + F_l/(2l+1) for l = 0 to 8 is 0.73; being positive, it shows that spatially uniform deformations of the Fermi surface in these channels cost energy. This does not make the state stable. V(q) is strongly negative at wavevectors comparable to k_F, and there a density wave lowers the Hartree–Fock energy. The uniform state is thus a stationary solution of the Hartree–Fock equations, not their ground state. It serves here only to test the relation between m* and F₁, which the derivation above gives for any filled sphere.

With n = 0.01689 bohr⁻³ the correct weight is D = π × 0.01689 = 0.0531 atomic units, whereas πn/m* is 0.0276. To express this as an energy, insert σ = iD/(πω) into the dielectric function 1 + 4πiσ/ω, which vanishes at ω² = 4D. The correct weight corresponds to 12.5 eV and the manuscript's to 9.0 eV. These are equivalent plasma energies, used to convert a weight; the model interaction contains no Coulomb term. Hartree–Fock also omits correlation and pairing, so 1.924 is a property of the uniform Hartree–Fock state, not a prediction for a real liquid. The value D = πn/m does not depend on it.

**What a lattice changes**

The manuscript might be defended by saying that real electrons move in a crystal. This removes the theorem, but it does not restore the argument. A fixed lattice potential exerts a force on the electrons, so P no longer commutes with H. In one direction, second-order perturbation theory in φP/m gives, for a nondegenerate ground state,

d²E/dφ² = N/m − (2/m²) Σₙ |⟨n|P|0⟩|²/(Eₙ − E₀).

The subtracted weight is found at finite frequency. A field ℰ cos ωt corresponds to φ = (ℰ/ω) sin ωt. The golden rule gives the transition rate 2π|ℰ⟨n|P|0⟩/(2mω)|² δ(ω−ωₙ), with ωₙ = Eₙ − E₀. Multiplying by ωₙ and equating the power to Ωσ₁ℰ²/2 yields, for ω > 0,

σ₁(ω) = (π/Ωm²) Σₙ |⟨n|P|0⟩|² δ(ω−ωₙ)/ωₙ.

Together with the equal part at negative ω, its integral is π/Ω times the term subtracted above. The total remains πn/m.

If the Fermi surface, the velocity on it and the function f are all isotropic, the Landau expression D = π(n/m*)(1+F₁/3) still follows from the current j_k, with n the density enclosed by that surface. What is lost is the boost argument that fixed the ratio of the two factors. F₁ must now be calculated, and there is no general reason for it to vanish.

A small system shows how far intuition can be trusted here. Put three spinless fermions on a ring of 10 bohr, with the repulsion 4 exp(−x²/2) hartree (x in bohr) and, where stated, a potential 2 cos(πx) hartree, which has five wells. This ring illustrates the exact energy formula, not Fermi-liquid theory in one dimension. The Drude fraction is (m/N)d²E/dφ².

• Without a lattice the repulsion raises the ground-state energy from 0.395 to 1.012 hartree, and the Drude fraction stays at 1.000.
• With the lattice and no repulsion the fraction is 0.595.
• With both, it is 0.618.

In each case the energy curvature was tested against the sum over excited states. Interactions thus alter the Drude weight once the lattice is present, but here they increase it. This is one finite ring, and the sign is not general: with the same three particles, repulsion and potential on rings of 12 and 14 bohr (six and seven wells), the repulsion lowers the fraction instead. It shows that a repulsion need not lower the energy curvature of a lattice system, so the sign of the change has to be calculated.

**When the manuscript's formula is right**

There is a case in which D = πn/m* does hold. Let electrons in a wide, isotropic band couple with a momentum-independent strength g to Einstein phonons of frequency ω₀, in a lattice that is held fixed. Take zero temperature and Migdal's approximation, which drops vertex corrections to the self-energy. With N₀ the density of states per spin at the Fermi energy and λ = 2N₀g²/ω₀,

Σ(ε) = g²N₀ ∫₀^∞ dξ [1/(ε−ξ−ω₀) + 1/(ε+ξ+ω₀)] = (λω₀/2) ln[(ω₀−ε)/(ω₀+ε)],

with ε slightly above the real axis. The first term comes from empty states and the second from filled ones. For |ε| ≪ ω₀ the logarithm is −2ε/ω₀, so Σ = −λε. The pole condition ε − Σ = ξ then gives ε = ξ/(1+λ), or m* = m(1+λ).

The current response is a bubble of two spectral functions A. Vertex corrections to it contain the velocity averaged over the Fermi surface with an isotropic weight, and this average is zero. There is no backflow to restore the bare mass. At the Fermi surface 2N₀v_F²/3 = n/m, with v_F the bare velocity, so for ω > 0

σ₁(ω) = (πn/mω) ∫_{−ω}^{0} dε ∫dξ A(ξ,ε) A(ξ,ε+ω).

Each A is a Lorentzian in ξ with centre ε − Re Σ and half-width Γ = −Im Σ. The overlap of two Lorentzians is a Lorentzian in the distance Δ of their centres, with the summed half-width γ:

∫dξ A A′ = (1/π) γ/(Δ²+γ²) = (1/π) Re[i/(Δ+iγ)].

Here Δ + iγ = ω − Σ(ε+ω) + Σ*(ε). Set ε = −ωs. Since Σ is odd as an analytic function, Σ*(−ωs) = −Σ(ωs), and

σ(ω) = (in/m) ∫₀¹ ds / [ω − Σ(ω(1−s)) − Σ(ωs)].

This is the full complex conductivity, not just a function with the right real part. In the upper half-plane Im Σ < 0, so the denominator has no zero and the expression is causal. At large ω it tends to in/(mω), the initial acceleration with the bare mass, which fixes the one freedom left, a pole at ω = 0.

For ω ≪ ω₀ the two self-energies add to −λω, and

σ(ω) = (in/m)/[(1+λ)(ω+i0)],  D = πn/[m(1+λ)] = πn/m*.

For 0 < ω < ω₀ both self-energies are real and nothing is absorbed. For ω ≫ ω₀ the bare mass returns. Closing the frequency integral in the upper half-plane, the large-ω form gives a total weight πn/m. The fraction λ/(1+λ) must therefore lie above ω₀, where a phonon can be emitted.

For λ = 1 the quantity mωσ₂/n is 0.500 at 0.01ω₀ and 1.000 at 1000ω₀. Direct integration of σ₁ above ω₀ gives the fraction 0.500. For λ = 0.5 the low-frequency value and the sideband fraction are 0.667 and 0.333.

It might be objected that electrons and phonons together can conserve a total momentum. That is not sufficient, as a classical model shows. Let a charged mass m be tied by a spring of constant κ to a neutral mass M:

m d²x₁/dt² = E − κ(x₁−x₂),  M d²x₂/dt² = κ(x₁−x₂).

At frequency ω the second equation gives x₂ = κx₁/(κ−Mω²). Inserting this in the first, −ω²m_eff x₁ = E with

m_eff(ω) = m + Mκ/(κ−Mω²).

The total momentum obeys the same law as before, yet the low-frequency mass is m + M and the high-frequency mass is m. In the translation-invariant liquid D was protected because the current is proportional to the conserved momentum. Here part of that momentum belongs to a body that carries no current, and the spring transfers momentum to it.

**Recommendation**

The inference from D to m* should be withdrawn for the translation-invariant liquid. There the mass enters the density of states m*k_F/(2π²), but it cancels from D. For electrons in a crystal the authors should calculate the current vertex together with m*, or state the conditions under which the backflow vanishes. For the phonon mechanism they should also state that the measuring frequency and the temperature lie well below ω₀, and that the coupling is close to momentum-independent; otherwise the vertex correction does not vanish, and the factor that reduces D need not be the 1+λ that enhances the mass. The values quoted above are listed in the numerical output.

Computed values

```
3D LIQUID (Hartree atomic units, m = k_F = 1)
shell strength -50.0 hartree bohr^3, radius 2.0 bohr
shell strength 50.0 hartree bohr^3, radius 4.5 bohr
density n = 0.016887 bohr^-3
Fermi velocity v* = 0.51982 a.u.
m*/m = 1.92376 (dimensionless)
F0 = 0.77732, F1 = 2.77128 (dimensionless)
1+F1/3 = 1.92376 (dimensionless)
m*/(1+F1/3) = 1.000000 m
smallest 1+Fl/(2l+1), l=0..8: 0.7332
boost shift Q = 0.010 bohr^-1
quasiparticle boost cost = 0.51983 of n Q^2/(2m)
backflow boost cost = 0.48017 of n Q^2/(2m)
D with backflow = 0.053052 a.u.
D without backflow = 0.027577 a.u.
equivalent plasma energy, correct = 12.535 eV
equivalent plasma energy, naive = 9.038 eV
RING (Hartree atomic units)
N = 3, length = 10.0 bohr, wells = 5
repulsion = 4.0 hartree, range = 1.0 bohr
lattice cosine amplitude = 2.0 hartree
free, no lattice: E0 = 0.39478 hartree
  Drude fraction = 1.00000, lost fraction = 0.00000
interacting, no lattice: E0 = 1.01231 hartree
  Drude fraction = 1.00000, lost fraction = 0.00000
free, lattice: E0 = -0.85844 hartree
  Drude fraction = 0.59507, lost fraction = 0.40493
interacting, lattice: E0 = -0.20255 hartree
  Drude fraction = 0.61777, lost fraction = 0.38223
PHONONS (frequencies in omega0, weights as fractions)
lambda = 0.5: m*/m = 1.50000
  m*omega*sigma2/n, bare m, at 0.01 omega0 = 0.66666
  same quantity at 1000 omega0 = 0.99999
  sideband fraction = 0.33333
  low-frequency Drude + sideband = 1.00000
lambda = 1.0: m*/m = 2.00000
  m*omega*sigma2/n, bare m, at 0.01 omega0 = 0.50000
  same quantity at 1000 omega0 = 0.99997
  sideband fraction = 0.50000
  low-frequency Drude + sideband = 1.00000
```
